Hemispherical Emission of Debye Phonons and the Black Interface Conductance

Q: You say that a cold crystal sends heat through its surface much as a hot body sends out light. A surface in equilibrium carries no net heat, so what flux do you mean?

A: The one-way flux. Draw a plane z = 0 at the edge of the crystal and count the energy of the phonons moving towards +z. In equilibrium an equal stream returns and the net flux is zero, but each stream is finite. If every arriving phonon crosses the plane, the one-way stream is what the crystal emits. I call such a surface black.

I assume three acoustic branches j with ω = c_j k, where c_j does not depend on direction. The phonons heading for the plane have the Bose occupation

n(ω) = 1/(exp(ħω/kBT) − 1).

The temperature is low enough that kBT lies far below ħ times the highest frequency of each branch. The zero-point energy is left out, because it does not depend on T and its two opposite streams cancel.

Q: How do you count the phonons that reach the plane? A density of states alone has no direction.

A: I count modes in a periodic box of volume V. The wavevectors form a grid with density V/(2π)³. A mode carries energy density ħωn/V, which moves along z with the group velocity v_z. Each branch therefore gives

q_j = ∫_{v_z>0} d³k/(2π)³ ħω n(ω) v_z.

For ω = c_j k the group velocity has size c_j and points along k, so v_z = c_j cos θ, with θ measured from the normal. Writing d³k = k² dk dΩ,

q_j = 1/(8π³) ∫₀^∞ k² ħc_j k n c_j dk × ∫_{hemisphere} cos θ dΩ.

The angular integral is

2π ∫₀^{π/2} cos θ sin θ dθ = 2π × 1/2 = π.

Q: A real box has discrete modes. Does the integral miss something?

A: The difference vanishes for a large box. With grid steps of 0.5 and 0.25 in units of kBT/(ħc), the explicit sum over modes differs from the continuum flux by −1.047 % and −0.263 %. Halving the step divides the error by about four.

Q: From gas kinetics I would expect a quarter of energy density times speed. Is that contained here?

A: Yes. The energy density includes all directions, with solid angle 4π:

u_j = 4π/(8π³) ∫₀^∞ k² ħc_j k n dk.

The flux has the same radial integral, with 4π replaced by π and an additional c_j. Hence

q_j = c_j u_j/4.

One factor 1/2 arises because half the phonons move towards the plane. The other is the mean of cos θ over that half.

Q: Then the radial integral decides the temperature law. Please do it without quoting a table.

A: Set x = ħc_j k/(kBT). Then k = kBT x/(ħc_j), and

∫₀^∞ k² ħc_j k n dk = ħc_j [kBT/(ħc_j)]⁴ I₃,

I₃ = ∫₀^∞ x³/(eˣ − 1) dx.

For x > 0 the geometric series gives 1/(eˣ − 1) = Σ_{m≥1} e^{−mx}. Since ∫₀^∞ x³e^{−mx} dx = 6/m⁴,

I₃ = 6 Σ 1/m⁴.

To find the sum, expand x² in a Fourier series on −π < x < π. Two integrations by parts give the coefficients:

x² = π²/3 + 4 Σ (−1)^m cos(mx)/m².

Square both sides, integrate over the interval and divide by π. The cosines are orthogonal, so

2π⁴/5 = 2π⁴/9 + 16 Σ 1/m⁴.

The difference 2/5 − 2/9 is 8/45, so the sum is π⁴/90 and I₃ = π⁴/15. Direct quadrature gives 6.49393940, in agreement.

Q: Now put the factors together. I want to see where the speed ends up.

A: The angular factor, the mode density and the radial integral give

q_j = π/(8π³) × c_j × ħc_j × (kBT)⁴/(ħ⁴c_j⁴) × π⁴/15.

The numbers combine to π²/120, and two of the four powers of c_j cancel:

q_j = π² kB⁴T⁴/(120 ħ³c_j²).

Summing over the branches,

q(T) = π² kB⁴T⁴/(120 ħ³) × S,  S = Σ_j 1/c_j².

Q: This says that slow sound carries more heat. Should fast phonons not deliver more?

A: Each phonon moves faster, but fewer of them are thermally excited. At fixed frequency the wavevector is k = ω/c_j. The component of k parallel to the plane lies in a disc of area π(ω/c_j)², which holds

M_j(ω) = π(ω/c_j)²/(2π)² = ω²/(4πc_j²)

channels per unit area. For each channel, v_z dk_z/(2π) = dω/(2π), so the speed drops out of the energy delivered per channel:

q_j = ∫₀^∞ dω/(2π) ħω n(ω) M_j(ω).

This is the same integral as before. A slow branch wins at equal temperature because it has more channels.

Q: Light gives a check, since it also has a linear dispersion.

A: For two photon polarizations with light speed c, S = 2/c² and

q = π² kB⁴T⁴/(60 ħ³c²) = σT⁴,

which is the Stefan–Boltzmann law. The quadrature over k and angle at 300 K agrees with the accepted σ.

Q: The temperature can also be high. What happens to T⁴ then?

A: It fails, because the supply of modes ends. Keep the linear dispersion but stop it at a wavevector k_D. For kBT far above ħc_j k_D, expanding the exponential gives ħωn ≈ kBT, so

q_j ≈ c_j kBT/(8π²) ∫₀^{k_D} k² dk = c_j kBT k_D³/(24π²).

The flux is now linear in T and its derivative is constant. The speed dependence is reversed as well: all modes are occupied, so at fixed k_D the faster branch delivers more. The factor 1/c_j² belongs to the low-temperature regime.

Q: Suppose I join two solids. Each one emits its own black flux, so I subtract the two. Is that the interface heat flow?

A: In general it is not. Let Γ₁₂ be the fraction of the flux arriving from solid 1 that crosses, averaged over branches and directions, and let Γ₂₁ be the fraction for the opposite direction. At equal temperatures the net flow must vanish:

q₁(T)Γ₁₂ = q₂(T)Γ₂₁, hence S₁Γ₁₂ = S₂Γ₂₁.

Both fractions can equal one only if S₁ = S₂. If S₁ < S₂, this balance allows solid 1 to be black. The condition is necessary but not sufficient. A flat interface conserves the wavevector component parallel to the plane, so solid 2 must offer at least as many modes as solid 1 at every value of that component. For speeds of 8, 3 and 3 km/s against 4.6, 3.1 and 3.1 km/s, S₁ < S₂ holds but Γ₁₂ cannot exceed 0.94 at a flat interface. When solid 1 is black, Γ₂₁ = S₁/S₂. The remaining fraction 1 − S₁/S₂ of the flux from solid 2 must turn back.

Q: What flow is then allowed at unequal temperatures?

A: Take elastic transfer, in which each phonon keeps its frequency, with transmission independent of temperature. The balance then holds in every narrow frequency band, because a filter that passes one band must not drive heat between equal temperatures either. With M₁ the sum of the channel numbers of solid 1, the net flux is

q_net = ∫₀^∞ dω/(2π) ħω M₁(ω)Γ₁₂(ω)[n(ω,T₁) − n(ω,T₂)].

For T₁ > T₂ the bracket is positive and Γ₁₂ ≤ 1, so

q_net ≤ q₁(T₁) − q₁(T₂).

Both terms contain S₁, the smaller sum, even though the second describes phonons coming from solid 2. This is the black limit for elastic phonon transfer.

Q: A conductance needs a linear law, and you have fourth powers.

A: Let T_m be the mean temperature and ΔT = T₁ − T₂. Then

T₁⁴ − T₂⁴ = (T₁ − T₂)(T₁ + T₂)(T₁² + T₂²)
= ΔT × 2T_m × [2T_m² + ΔT²/2]
= 4T_m³ΔT [1 + (ΔT/2T_m)²].

For small ΔT the black conductance per area is therefore

G = dq₁/dT = 4q₁(T_m)/T_m = π² kB⁴T_m³S₁/(30 ħ³).

Q: Give me a case with numbers, and say where the sound speeds come from.

A: Take an MgO substrate against a thick indium layer, as in a cryogenic joint. The incoming phonons have T₁ = 4.2 K in MgO and T₂ = 4.0 K in indium. For MgO I choose the model inputs C11 = 300 GPa, C12 = 95 GPa, C44 = 155 GPa and density ρ = 3.6 g/cm³. They are close to typical values but are not precise measured data.

MgO is cubic, so I replace it by an isotropic solid with the orientation-averaged stiffness. Two sums over the stiffness tensor do not change under rotation:

C_iijj = 3C11 + 6C12 = 9K,
C_ijij = 3C11 + 6C44 = 3K + 10μ.

Here K and μ are the bulk and shear moduli of the isotropic solid. Solving,

K = (C11 + 2C12)/3 = 163 GPa,
μ = (C11 − C12 + 3C44)/5 = 134 GPa.

The speeds are

c_L = √[(K + 4μ/3)/ρ] = 9.75 km/s,
c_T = √(μ/ρ) = 6.10 km/s.

With one longitudinal and two transverse branches,

S₁ = 1/9.747² + 2/6.101² = 0.0643 s²/km².

The transverse pair carries 84 % of the flux. For indium, rough speeds of 2.6 and 0.9 km/s give S₂ = 2.62 s²/km². MgO has the smaller sum and is the possible black emitter. The mean transmission from indium can then be at most S₁/S₂ = 0.025 for these speeds. S₂ comes almost entirely from the transverse speed, so a 10 % error in that rough value shifts the bound by about 20 %. Read the bound as a few per cent.

Q: And the heat flow?

A: With the constants inserted, q₁/T⁴ = 0.01637 W/(cm² K⁴). Thus

q₁(4.2 K) = 0.01637 × 4.2⁴ ≈ 5.09 W/cm²,
q₁(4.0 K) = 0.01637 × 4.0⁴ ≈ 4.19 W/cm².

The net black flux is 0.90 W/cm², or 9.0 × 10³ W/m². At the mean temperature,

G = 4 × 0.01637 × 4.1³ ≈ 4.51 W/(cm² K),

or 4.5 × 10⁴ W/(m² K). The nonlinear term adds (0.2/8.2)² = 0.06 % to the linear flux. The full list of values is in the numerical output.

Q: If I place a thermometer in the MgO beside the joint, does it read 4.2 K?

A: Not in the black limit. There, the phonons approaching the plane have temperature T₁. None is reflected, so those leaving it all come from indium. At equal temperatures they must fill the outgoing modes with the Bose occupation of T₂. They carry no information about T₁, so this remains true when T₁ differs. Each hemisphere supplies half the energy density:

T_loc⁴ = (T₁⁴ + T₂⁴)/2.

With h = ΔT/2, expanding T₁ = T_m + h and T₂ = T_m − h gives

T_loc⁴ = T_m⁴ + 6T_m²h² + h⁴,
T_loc ≈ T_m + 3h²/(2T_m).

The result is 4.104 K. I assume that the thermometer measures this local energy density and that phonon scattering close to the plane is negligible.

Q: Then the conductance I infer is different.

A: It is nearly twice as large, because the same flux is divided by about half the temperature difference. Neglecting the small change on the indium side,

q_net/[G(T_loc − T₂)] ≈ ΔT/(T_loc − T₂) ≈ 2/[1 + 3h/(2T_m)].

For h = 0.1 K this is 1.93. For a total difference of 0.002 K the calculated ratio is 1.999. The neglected change on the indium side would raise both ratios by about 1 % for a flat interface, and by about 2.6 % and 2.5 % for a rough one that spreads the transmitted phonons evenly over all directions. The value G above refers to the temperatures of the incoming phonons, and a comparison with another conductance must use the same definition.

Q: I still doubt that MgO is black towards indium. The two solids are acoustically very different.

A: That can be tested for shear waves polarized in the interface plane, which do not mix with the other waves at a flat, bonded interface between isotropic solids. Let the incident displacement amplitude be 1, the reflected one r and the transmitted one t. Continuity of displacement requires

1 + r = t.

The shear traction is μ ∂u/∂z. Since μ = ρc² and k_z = ω cos θ/c, its amplitude is proportional to ρc cos θ. With a = ρ₁c₁cos θ₁ and b = ρ₂c₂cos θ₂, continuity of traction requires

a(1 − r) = bt.

Substituting r = t − 1 gives t = 2a/(a + b). The energy flux along z is proportional to a on side 1 and b on side 2, times the squared amplitude. The transmitted fraction is therefore

τ = (b/a)t² = 4ab/(a + b)².

It is unchanged when a and b are exchanged.

Q: One angle is not a hemisphere. What is the average?

A: The flux weight is cos θ sin θ dθ, so

Γ₁₂ = 2∫₀^{π/2} τ cos θ₁ sin θ₁ dθ₁ = ∫ τ d(sin²θ₁).

Refraction conserves p = sin θ₁/c₁ = sin θ₂/c₂. Hence

Γ₁₂/c₁² = ∫ τ d(p²) = Γ₂₁/c₂².

This is the balance condition for one polarization. In MgO p cannot exceed 1/c₁, so in indium sin θ₂ cannot exceed c₂/c₁ = 0.9/6.101. Shear phonons of this polarization beyond 8.5° from the normal are totally reflected, and Γ₂₁ is at most (c₂/c₁)² = 0.022.

With a rough indium density of 7.3 g/cm³, the separately calculated averages are Γ₁₂ = 0.84 from MgO and Γ₂₁ = 0.0183 from indium. Divided by their squared speeds in km/s, both give 0.0226. MgO is fairly close to black for these waves, while nearly all the indium flux is turned back.

Q: Does the same hold for longitudinal waves?

A: At normal incidence the same continuity conditions apply, with displacement and traction along z. The formula for τ with longitudinal speeds gives 0.91. At oblique incidence longitudinal waves mix with shear waves polarized in the plane of incidence. I have not calculated that case, so these two numbers show the size of the mismatch but do not give the conductance of the whole joint.

Q: You also replaced a cubic crystal by an isotropic one. Is T⁴ still safe?

A: Yes, as long as ω is proportional to k along each direction. Let c_j(n) be the phase speed along the unit vector n. The group velocity then depends on direction but not on k. Repeating the radial integral at fixed direction gives

q = π kB⁴T⁴/(120 ħ³) Σ_j ∫_{v_z>0} dΩ v_z/c_j(n)³.

Comparison with the isotropic result shows that S is replaced by

S_aniso = (1/π) Σ_j ∫_{v_z>0} dΩ v_z/c_j(n)³.

For constant speed, v_z = c_j cos θ returns 1/c_j². The speeds follow from the plane-wave equation of the cubic crystal, the Christoffel equation. For a (001) surface of MgO it gives S_aniso = 0.0637 s²/km², which lowers the flux by 0.9 % relative to the isotropic model.

Q: And the bending of the branches at short wavelength?

A: Take the lattice form ω = (2c/d) sin(kd/2), still isotropic, with plane spacing d. Inverting it for small ωd/c,

k = (2/d) arcsin(ωd/2c) ≈ (ω/c)[1 + ω²d²/(24c²)].

The channel number is proportional to k², so it gains the factor 1 + ω²d²/(12c²). With δ = d kBT/(ħc), we have ωd/c = δx, and the relative flux change is

Δq/q ≈ (δ²/12) I₅/I₃,  I₅ = ∫₀^∞ x⁵/(eˣ − 1) dx = 120 Σ 1/m⁶.

Integrating the Fourier series of x² from 0 to x gives

x³ − π²x = 12 Σ (−1)^m sin(mx)/m³.

Squaring, integrating over −π to π and dividing by π gives 16π⁶/105 = 144 Σ 1/m⁶. The sum is π⁶/945, so I₅ = 8π⁶/63 and

Δq/q ≈ 10π²δ²/63.

For the transverse branches of MgO at 4.2 K, d = 0.21 nm gives δ = 0.0189 and a change of 0.06 %. The cutoff of this model corresponds to about 440 K. The correction grows as T² while it remains small.

Q: Which of these assumptions would a real joint break most seriously?

A: Among the effects estimated here, imperfect transmission is the largest: 16 % of the flux is lost for in-plane shear waves, and 9 % for longitudinal waves at normal incidence. The dispersion of MgO at 4 K, and its anisotropy for the (001) face, the only face calculated, change its black flux much less. In indium both are stronger and can alter the transmission, which I have not calculated. The material constants are rough typical values, and the temperatures suit a liquid-helium cryostat. The black conductance of 4.5 W/(cm² K) is a limit of the model, not a measured property of an MgO–indium joint.

A real joint may also have gaps, oxide layers and roughness. Their size can be compared with the thermal wavelength. The spectral flux x³/(eˣ − 1) peaks where 3(1 − e⁻ˣ) = x, at x = 2.82. At 4.2 K this means 247 GHz and a transverse wavelength of 25 nm in MgO, but only 3.6 nm in indium. The net flux between 4.2 K and 4.0 K peaks higher, at x = 3.74 or 327 GHz, where the wavelengths are 19 nm and 2.8 nm. Roughness that is small for MgO can therefore still matter for indium. If true contact covers only a fraction f of the area, in patches much wider than both wavelengths, the black flux falls by the factor f, with the incoming phonon temperatures held fixed. Ordinary thermal radiation does not make up the loss: a black body at 4.2 K emits into vacuum only 3.5 × 10⁻¹⁰ of the black phonon flux. This comparison excludes near-field transfer across narrow gaps. Inelastic processes and direct coupling to the electrons of indium lie outside the elastic limit, and their size has not been estimated here.

Calculated quantities

```
Planck integral, quadrature: 6.49393940
Box sum error, mode steps 0.5 and 0.25: -1.047 %, -0.263 %
MgO C11, C12, C44 (rough): 300, 95, 155 GPa
MgO density (rough): 3.6 g/cm^3
MgO Voigt bulk and shear moduli: 163.33, 134.00 GPa
MgO longitudinal speed: 9.747 km/s
MgO transverse speed: 6.101 km/s
In density (rough): 7.3 g/cm^3
In longitudinal, transverse speeds (rough): 2.6, 0.9 km/s
S of MgO: 0.06426 s^2/km^2
S of In: 2.6171 s^2/km^2
S ratio MgO/In = largest mean transmission from In: 0.0246
MgO and In incoming temperatures: 4.2, 4.0 K
Flux coefficient q/T^4 of MgO: 0.01637 W/(cm^2 K^4)
Black flux of MgO at 4.2 K: 5.0950 W/cm^2 = 5.0950e+04 W/m^2
Return flux for In at 4.0 K: 4.1917 W/cm^2
Transverse share of flux: 83.62 %
Net black flux: 0.9033 W/cm^2 = 9.0333e+03 W/m^2
Black conductance at 4.1 K: 4.5140 W/(cm^2 K) = 4.5140e+04 W/(m^2 K)
Excess of net flux over linear law: 0.0595 %
Local energy temperature in MgO at plane: 4.1037 K
Local-temperature conductance / black conductance: 1.9306
Same ratio for a 0.002 K difference: 1.9993
In-plane shear mean transmission, MgO to In: 0.8405
In-plane shear mean transmission, In to MgO: 0.01829
Critical-angle bound on In to MgO shear: 0.02176
Critical angle for shear in In: 8.48 degrees
Longitudinal transmission at normal incidence: 0.9112
Anisotropic S of MgO, (001) plane: 0.06367 s^2/km^2
Flux change by anisotropy: -0.92 %
MgO plane spacing (rough): 0.21 nm
Dispersion parameter delta at 4.2 K: 0.01893
Transverse flux change by dispersion: 0.0562 %
Transverse cutoff temperature: 444 K
Peak of spectral flux, x = h f/(kB T): 2.8214
Dominant phonon frequency: 246.9 GHz
Transverse wavelength at that frequency: 24.71 nm
Vacuum photon flux / phonon flux at 4.2 K: 3.46e-10
```
